# Quadratic thermal conductivity of glasses from resonant two-level scattering

## Result and model

At low temperature, phonons in a glass can be absorbed by tunnelling two-level systems whose splitting matches the phonon energy. If these systems are distributed uniformly, in the sense of equation (3), and if this resonant process alone limits the phonons, the thermal conductivity is

$$\kappa_0(T)=\frac{\rho k_B^3}{6\pi\hbar^2}\left(\sum_a\frac{v_a}{\bar P\gamma_a^2}\right)T^2. \tag{1}$$

Here $\rho$ is the mass density. The index $a$ runs over one longitudinal and two transverse phonon branches with $\omega=v_aq$. The energy $\gamma_a$ measures the coupling to strain, and $\bar P$ is the density constant of the two-level systems.

The glass is taken as an isotropic elastic medium. A two-level system is an atom or group of atoms that can sit in either of two neighbouring potential wells. With $\sigma_z=\pm1$ labelling the wells, its Hamiltonian in a strain $e$ is

$$H=\tfrac12(\Delta\sigma_z+\Delta_0\sigma_x)+\gamma_a e\,\sigma_z, \tag{2}$$

where $\Delta$ is the energy difference between the wells and $\Delta_0$ the tunnelling energy. The strain changes $\Delta$ by $2\gamma_ae$; its effect on $\Delta_0$ is neglected. For a plane wave, $e$ is the scalar amplitude $q$ times the displacement. The dependence of the coupling on direction and polarization is absorbed by letting $\gamma_a^2$ be an average over the orientations of the systems.

The number of systems per volume is

$$dN=\frac{\bar P}{\Delta_0}\,d\Delta\,d\Delta_0,\qquad \Delta\ge0. \tag{3}$$

It is uniform in $\Delta$ and in $\ln\Delta_0$. The second property is plausible because $\Delta_0$ is proportional to $e^{-\lambda}$, where the exponent $\lambda$ depends on the barrier. A change of $\Delta_0$ by a factor of ten changes $\lambda$ by only 2.3. If $\lambda$ is spread smoothly over a range much wider than the part that matters, its density, and hence that of $\ln\Delta_0$, is nearly constant there. Systems with negative asymmetry are counted in (3) at $|\Delta|$. If both signs were listed separately with the same constant, $\bar P$ would have to be replaced by $2\bar P$ below.

## The coupling in the energy basis

Write $\Delta=E\cos\theta$ and $\Delta_0=E\sin\theta$, with $0\le\theta\le\pi/2$. Then $E=\sqrt{\Delta^2+\Delta_0^2}$ is the splitting. Define

$$s_z=\cos\theta\,\sigma_z+\sin\theta\,\sigma_x,\qquad s_x=-\sin\theta\,\sigma_z+\cos\theta\,\sigma_x .$$

Multiplying the first by $\cos\theta$, the second by $\sin\theta$ and subtracting gives $\sigma_z=\cos\theta\,s_z-\sin\theta\,s_x$. Therefore

$$H=\tfrac12E\,s_z+\gamma_ae\,(\cos\theta\,s_z-\sin\theta\,s_x). \tag{4}$$

The $s_x$ term flips the system and causes resonant absorption. The $s_z$ term modulates the splitting by $\delta E=2\gamma_ae\cos\theta$ and causes the relaxational absorption treated later.

## Resonant absorption rate

In a volume $V$, the displacement amplitude of one quantized mode is $\sqrt{\hbar/2\rho V\omega}$, and the strain has an additional factor $q$. For a mode holding $n$ phonons, the squared matrix element for absorption is therefore

$$|M|^2=\gamma_a^2\sin^2\theta\,\frac{\hbar q^2}{2\rho V\omega}\,n .$$

The golden rule multiplies this by $(2\pi/\hbar)\delta(E-\hbar\omega)$. With $q^2=\omega^2/v_a^2$, a system in its lower state absorbs at the rate $nW$, where

$$W=\frac{\pi\gamma_a^2\omega}{\rho Vv_a^2}\sin^2\theta\;\delta(E-\hbar\omega). \tag{5}$$

A system in its upper state emits into the mode at the rate $(n+1)W$. If $p$ is the probability of the upper state, one system changes the phonon number by

$$\frac{dn}{dt}=-W\left[n(1-p)-(n+1)p\right]=-W\left[n-(2n+1)p\right]. \tag{6}$$

In thermal equilibrium $p_0=1/(e^{E/k_BT}+1)$, so

$$1-2p_0=\tanh\frac{E}{2k_BT},\qquad \frac{p_0}{1-2p_0}=\frac1{e^{E/k_BT}-1}.$$

At resonance the last expression is the Bose function $n_0(\omega)$. Factoring $1-2p_0$ out of (6) then gives

$$\frac{dn}{dt}=-W\tanh\!\left(\frac{\hbar\omega}{2k_BT}\right)(n-n_0). \tag{7}$$

The hyperbolic tangent is the population difference: stimulated emission from excited systems cancels part of the absorption.

The sum over all systems requires the density (3) in the variables $E,\theta$. Since $d\Delta\,d\Delta_0=E\,dE\,d\theta$,

$$dN=\frac{\bar P}{E\sin\theta}E\,dE\,d\theta=\frac{\bar P}{\sin\theta}\,dE\,d\theta. \tag{8}$$

The factor $\sin^2\theta$ in (5) removes the divergence at small $\theta$:

$$\int_0^{\pi/2}\frac{\bar P}{\sin\theta}\sin^2\theta\,d\theta=\bar P. \tag{9}$$

Nearly untunnelling systems are numerous, but they hardly flip. The density that matters for resonant absorption is thus finite and independent of $E$. Multiplying by $V$ and integrating over the delta function gives the decay rate of a phonon deviation,

$$\Gamma_a=\pi C_a\omega\tanh\frac{\hbar\omega}{2k_BT},\qquad C_a=\frac{\bar P\gamma_a^2}{\rho v_a^2}. \tag{10}$$

The mean free path is $\ell_a=v_a/\Gamma_a$. For $\hbar\omega\gg k_BT$ almost all resonant systems are in the lower state and $\Gamma_a\to\pi C_a\omega$. For $\hbar\omega\ll k_BT$ the two populations are nearly equal and $\Gamma_a\to\pi C_a\hbar\omega^2/(2k_BT)$. Resonant absorption therefore scatters slow phonons only weakly, and more weakly as the glass warms.

Equation (10) assumes that the phonon wave does not itself equalize the populations. A strong sound pulse can do so; a sufficiently weak heat current does not.

## Why the decay rate determines the heat current

An absorbed phonon is later re-emitted, so it must be shown that (10) is the correct rate for transport. Let a small temperature gradient act along $z$, and write $n=n_0+\delta n$, $p=p_0+\delta p$. To first order, (6) becomes

$$\delta\!\left(\frac{dn}{dt}\right)=-W\left[(1-2p_0)\,\delta n-(2n_0+1)\,\delta p\right]. \tag{11}$$

Each absorbed phonon excites one system, so in the steady state the sum of the bracket, weighted with $W$, over all modes $\mathbf q$ must vanish for every system. The gradient drives phonons through the term $v_a\cos\vartheta\,(dT/dz)\,\partial n_0/\partial T$, with $\vartheta$ the angle between $\mathbf q$ and $z$. This term is odd under $\mathbf q\to-\mathbf q$. The squared coupling is even, because reversing $\mathbf q$ changes only the sign of the strain amplitude and its phase.

An odd $\delta n$ therefore contributes nothing to the balance of any system, and $\delta p=0$ satisfies it. The systems stay in local equilibrium, and (11) summed over them reduces to $-\Gamma_a\delta n$. The steady Boltzmann equation gives

$$\delta n=-\frac{v_a\cos\vartheta}{\Gamma_a}\frac{\partial n_0}{\partial T}\frac{dT}{dz}. \tag{12}$$

One may add an isotropic change of $n$ at each frequency with the matching change of $p$, but this carries no current. Within linear response and this model, the relaxation-time solution is thus the solution of the coupled equations. The re-emitted phonons have no preferred sense along the gradient, so every absorption removes its full share of the current.

## The conductivity

The heat current density is the sum of $\hbar\omega\,v_a\cos\vartheta\,\delta n$ over modes. The angular average of $\cos^2\vartheta$ is $1/3$, and the number of modes per volume in $d\omega$ is $\omega^2d\omega/(2\pi^2v_a^3)$. Dividing the current by $-dT/dz$ yields

$$\kappa=\frac13\sum_a\int_0^\infty d\omega\,\frac{\omega^2}{2\pi^2v_a^3}\,\hbar\omega\frac{\partial n_0}{\partial T}\,\frac{v_a^2}{\Gamma_a}. \tag{13}$$

The upper limit may be infinite because thermal frequencies lie far below the end of the phonon spectrum. Put $x=\hbar\omega/k_BT$. Differentiating $n_0=1/(e^x-1)$ at fixed $\omega$ gives

$$\hbar\omega\frac{\partial n_0}{\partial T}=k_B\,\frac{x^2e^x}{(e^x-1)^2}.$$

Insert this and (10) in (13). One power of $\omega$ cancels, and $\omega\,d\omega=(k_BT/\hbar)^2x\,dx$, so

$$\kappa_0=\sum_a\frac{k_B}{6\pi^3C_av_a}\left(\frac{k_BT}{\hbar}\right)^2I,\qquad I=\int_0^\infty\frac{x^3e^x}{(e^x-1)^2}\coth\frac x2\,dx. \tag{14}$$

The temperature has left the integral, which fixes the exponent. To evaluate $I$, use $e^x/(e^x-1)^2=1/[4\sinh^2(x/2)]$ and

$$\frac{d}{dx}\left[-\frac1{\sinh^2(x/2)}\right]=\frac{\cosh(x/2)}{\sinh^3(x/2)}.$$

Integration by parts gives

$$I=\left[-\frac{x^3}{4\sinh^2(x/2)}\right]_0^\infty+\int_0^\infty\frac{3x^2}{4\sinh^2(x/2)}dx .$$

The boundary term behaves as $-x$ near zero and decays exponentially at infinity, so it vanishes. A second integration by parts gives

$$I=3\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}dx=6\int_0^\infty\frac{x}{e^x-1}dx=6\sum_{m=1}^\infty\frac1{m^2}=\pi^2. \tag{15}$$

The series comes from $1/(e^x-1)=\sum_me^{-mx}$. With $I=\pi^2$ and $1/(C_av_a)=\rho v_a/(\bar P\gamma_a^2)$, equation (14) becomes (1).

The powers can be read directly. The phonon heat capacity grows as $T^3$. At fixed $x$ the mean free path falls as $1/\omega\propto1/T$. Their product is $T^2$. The thermal populations change the numerical factor but not the power, because they depend on $x$ alone.

The role of uniformity appears when the weighted density (9) is replaced by $\bar P(E/E_0)^\mu$. The rate (10) gains the factor $(xk_BT/E_0)^\mu$, and

$$\kappa\propto T^{2-\mu}\int_0^\infty\frac{x^{3-\mu}e^x}{(e^x-1)^2}\coth\frac x2\,dx,\qquad \mu<1. \tag{16}$$

The restriction on $\mu$ ensures convergence at small $x$, where the integrand varies as $x^{-\mu}$. A density that rises slowly with energy thus gives an exponent slightly below two.

## Relaxational absorption

The modulation of $E$ in (4) is present in the same model, so (1) can only be a leading term. Its correction requires the rate $1/\tau$ at which a system returns to equilibrium. By (11), this rate is the sum of $W(2n_0+1)$ over all phonon modes. Using (5) and the mode density,

$$\frac1\tau=\sum_a\int d\omega\,\frac{V\omega^2}{2\pi^2v_a^3}\,\frac{\pi\gamma_a^2\omega}{\rho Vv_a^2}\sin^2\theta\,\delta(E-\hbar\omega)\coth\frac{\hbar\omega}{2k_BT}.$$

The delta function replaces $\omega^3d\omega$ by $E^3/\hbar^4$, hence

$$\frac1\tau=AE^3\sin^2\theta\coth\frac{E}{2k_BT},\qquad A=\sum_a\frac{\gamma_a^2}{2\pi\rho\hbar^4v_a^5}. \tag{17}$$

Let $e=e_0\cos\omega t$. The equilibrium value of $\langle s_z\rangle$ is $-\tanh(E/2k_BT)$. The modulation $\delta E=2\gamma_ae\cos\theta$ shifts it by $-B\cos\omega t$, with

$$B=\frac{\gamma_ae_0\cos\theta}{k_BT}\,\mathrm{sech}^2\frac{E}{2k_BT}.$$

The actual deviation $\delta s$ follows with a lag, $\tau\,d(\delta s)/dt+\delta s=-B\cos\omega t$. Its periodic solution is

$$\delta s=-B\,\frac{\cos\omega t+\omega\tau\sin\omega t}{1+\omega^2\tau^2}. \tag{18}$$

The wave does work on the system at the rate $\tfrac12\langle s_z\rangle\,d(\delta E)/dt$, where $d(\delta E)/dt=-2\gamma_ae_0\omega\cos\theta\sin\omega t$. Only the sine part of (18) survives the average over a period, which is $\tfrac12\gamma_ae_0\cos\theta\,B\,\omega^2\tau/(1+\omega^2\tau^2)$. Dividing by the wave's energy density $\tfrac12\rho v_a^2e_0^2$ and summing over systems gives

$$\Gamma_a^{\rm rel}=\frac{\gamma_a^2}{\rho v_a^2k_BT}\int dN\,\cos^2\theta\,\mathrm{sech}^2\frac{E}{2k_BT}\,\frac{\omega^2\tau}{1+\omega^2\tau^2}. \tag{19}$$

This derivation treats the strain as a slow classical modulation, which requires $\hbar\omega\ll k_BT$. The slow phonons that dominate the correction below satisfy this condition.

For $\omega\tau\gg1$ the last fraction is $1/\tau$. With (8) and (17), the angular integral is $\int_0^{\pi/2}\cos^2\theta\sin\theta\,d\theta=1/3$. For the energy integral put $E=yk_BT$ and use $\mathrm{sech}^2(y/2)\coth(y/2)=2/\sinh y$:

$$\int_0^\infty\frac{2y^3}{\sinh y}dy=4\sum_{m\ \rm odd}\frac{3!}{m^4}=24\,\frac{\pi^4}{96}=\frac{\pi^4}{4}.$$

Collecting the factors,

$$\Gamma_a^{\rm rel}=\frac{\pi^4}{12}C_aA(k_BT)^3=\pi C_a\frac{k_BT}{\hbar}\,\varepsilon,\qquad \varepsilon=\frac{\pi^3}{12}\hbar A(k_BT)^2. \tag{20}$$

This rate is independent of frequency, whereas the resonant rate vanishes as $\omega^2$. Relaxation therefore matters first for slow phonons. The total rate is $\pi C_a\omega[\tanh(x/2)+\varepsilon/x]$, and the fractional loss of conductivity is

$$D=1-\frac{\kappa}{\kappa_0}=\frac1{\pi^2}\int_0^\infty\frac{x^3e^x}{(e^x-1)^2}\,\frac{\varepsilon/x}{\tanh(x/2)\,[\tanh(x/2)+\varepsilon/x]}\,dx.$$

For small $\varepsilon$ the main contribution comes from $x\sim\sqrt{2\varepsilon}\ll1$. There the first fraction tends to $x$ and $\tanh(x/2)$ to $x/2$, so

$$D\simeq\frac1{\pi^2}\int_0^\infty\frac{4\varepsilon}{x^2+2\varepsilon}dx=\frac{\sqrt{2\varepsilon}}{\pi}. \tag{21}$$

The use of $\omega\tau\gg1$ is consistent at low enough temperature. With $y=E/k_BT$, (17) and (20) give $1/\omega\tau=(12/\pi^3)(\varepsilon/x)\,y^3\sin^2\theta\coth(y/2)$, which is proportional to $\sqrt\varepsilon$ in the important range and so vanishes on cooling. The factor multiplying $\varepsilon/x$ is of order ten for the systems that contribute most, so $\sqrt\varepsilon$ must be well below one tenth. Since $\varepsilon\propto T^2$, the relative correction is proportional to $T$. The quadratic law is approached on cooling, as far as these two processes are concerned.

## Finite samples and the tunnelling cutoff

In a finite sample, the approach to the quadratic law does not continue to arbitrarily low temperature. As an estimate, let the walls add a scattering rate $v_a/d$, with $d$ the sample width. This represents rough walls that scatter phonons diffusely in a rod-shaped sample; the numerical factor depends on the shape, and walls that reflect specularly scatter less. This rate is also independent of frequency, so it has the form (20) with $\varepsilon$ replaced by

$$\varepsilon_{b,a}=\frac{\hbar v_a}{\pi C_ak_BT\,d}. \tag{22}$$

Equation (21) then applies to each branch while $\varepsilon_{b,a}\ll1$. This loss grows as $T^{-1/2}$ on cooling. Flat rates add, so with both processes present $\varepsilon+\varepsilon_{b,a}$ enters the square root.

The distribution must also end at some smallest tunnelling energy $\Delta_m$, since otherwise (3) contains infinitely many systems. Phonons with $x<x_m=\Delta_m/k_BT$ then have no resonant partner. If a flat rate with parameter $\varepsilon$ limits them, their share of $\kappa_0$ is approximately

$$\frac1{\pi^2}\int_0^{x_m}x\,\frac{x}{\varepsilon}\,dx=\frac{x_m^3}{3\pi^2\varepsilon}, \tag{23}$$

for $x_m\ll1$. Equation (1) requires this share to be small as well as $x_m$ itself.

## A numerical example

Take a model glass with $\rho=2500\ \mathrm{kg\,m^{-3}}$ and $\bar P=5\times10^{44}\ \mathrm{J^{-1}m^{-3}}$. The longitudinal speed and coupling are $5000\ \mathrm{m/s}$ and $1.0\ \mathrm{eV}$; the transverse values are $3000\ \mathrm{m/s}$ and $0.6\ \mathrm{eV}$. These are round parameters, not those of a named material. With $1\ \mathrm{eV}=1.602\times10^{-19}\ \mathrm J$,

$$C_l=\frac{5\times10^{44}\,(1.602\times10^{-19})^2}{2500\,(5000)^2}=2.05\times10^{-4}.$$

The transverse value is the same because $\gamma_a/v_a$ was chosen equal. Equation (14) with $I=\pi^2$ gives each branch the contribution $k_B^3T^2/(6\pi\hbar^2C_av_a)$. At 1 K this is $0.0122\ \mathrm{W\,m^{-1}K^{-1}}$ for the longitudinal branch and $0.0408\ \mathrm{W\,m^{-1}K^{-1}}$ for the two transverse branches together. Hence

$$\kappa_0=(0.0122+0.0408)\left(\frac{T}{1\ \mathrm K}\right)^2\frac{\mathrm W}{\mathrm{m\,K}}=0.0530\left(\frac{T}{1\ \mathrm K}\right)^2\frac{\mathrm W}{\mathrm{m\,K}}.$$

At 0.1 K the conductivity is $5.30\times10^{-4}\ \mathrm{W\,m^{-1}K^{-1}}$. The transverse branches dominate here because there are two of them and, at equal $C_a$, a contribution varies as $1/v_a$.

Half of the heat is carried below $x=2.53$, found by numerical quadrature of the integrand in (14) and a root search. This corresponds to 52.7 GHz at 1 K and 5.27 GHz at 0.1 K. At this median frequency, (10) gives the following mean free paths.

| $T$ | longitudinal | transverse |
|---|---|---|
| 1 K | 27 µm | 16 µm |
| 0.1 K | 275 µm | 165 µm |

The ratio of path to wavelength is $\ell_a/\lambda=\coth(x/2)/(2\pi^2C_a)$, here 289. Since $\coth(x/2)\ge1$, it is at least $1/(2\pi^2C_a)=247$ at every frequency. Phonons are therefore well-defined waves, as the Boltzmann equation requires.

For relaxation, (20) gives $\varepsilon=2.25\times10^{-3}$ at 1 K, and (21) predicts a loss of $\sqrt{0.0045}/\pi=2.1\%$. Numerical quadrature with the full expression (19), without assuming $\omega\tau\gg1$, gives 2.0%, so $\kappa=0.0519\ \mathrm{W\,m^{-1}K^{-1}}$. About a tenth of the loss at 1 K comes from $x>0.5$, where (19) is only an estimate. At 0.1 K both routes give 0.21%. These figures include one-phonon relaxation of the two-level systems and no other scattering.

The walls matter more in this example. From (10) and (22), $\varepsilon_{b,a}=x\tanh(x/2)\,\ell_a/d$ at any chosen $x$. Using the median values for the longitudinal branch at 0.1 K and $d=1\ \mathrm{cm}$,

$$\varepsilon_{b,l}=2.53\times0.852\times\frac{0.0275\ \mathrm{cm}}{1\ \mathrm{cm}}\approx0.06,\qquad \frac{\sqrt{2\varepsilon_{b,l}}}{\pi}\approx0.1.$$

The longitudinal contribution is thus lowered by roughly a tenth, although the median path is far shorter than the sample. The loss comes mainly from phonons well below the median frequency, whose resonant paths are much longer: by (21), about half of it arises below $x=\sqrt{2\varepsilon_{b,l}}\approx0.35$. Because this loss shrinks on warming, it raises the local exponent $d\ln\kappa/d\ln T$, here to about 2.05 at 0.1 K. For a sample with rough walls, a measured exponent near two consequently depends on the sample size as well as on the uniformity of the distribution.

All numerical values are calculated from the stated model.
